# Triple point and fusion enthalpy from two vapour-pressure lines

## Problem

A solid precursor for vapour deposition has the vapour pressure

$$\ln(p/\mathrm{Pa})=30-\frac{10000\ \mathrm K}{T},$$

and its liquid has

$$\ln(p/\mathrm{Pa})=25-\frac{8000\ \mathrm K}{T}.$$

Find the temperature and pressure of the triple point, and the enthalpy of fusion there.

Write the lines as $\ln(p/\mathrm{Pa})=a_s-b_s/T$ for the solid and $a_l-b_l/T$ for the liquid. The constant $k_B$ is kept explicit, so temperatures stay in kelvin. Enthalpies, entropies and volumes are per molecule, and energies are quoted in eV.

The substance is pure, consists of the same molecules in all three phases, and does not decompose. The vapour is taken as ideal, the condensed phases as having negligible volume beside it, and both lines as valid up to their crossing.

## A tempting solution

At the triple point solid and liquid coexist, so the two lines must meet:

$$30-\frac{10000\ \mathrm K}{T}=25-\frac{8000\ \mathrm K}{T}\quad\Rightarrow\quad T=400\ \mathrm K.$$

Each line then gives $\ln(p/\mathrm{Pa})=5$, or 1.113 Torr. Both the solid and the liquid evaporate into the same space, so their contributions add, and the triple-point pressure is 2.23 Torr.

For the enthalpy, the Clausius–Clapeyron equation says that the slope of $\ln p$ against $1/T$ is minus the transition enthalpy divided by $k_B$. The solid is the phase that melts, so its line is the one to use, and the fusion enthalpy is $k_B\times10000\ \mathrm K=0.862$ eV.

## Where it fails

The temperature is right. The pressure and the enthalpy are wrong, and for the same reason: each line has been read as a property of one condensed phase, whereas it describes an equilibrium between that phase and the vapour.

Take the pressure first. The solid is in equilibrium with vapour at 1.113 Torr, which means that molecules leave and rejoin its surface at equal rates. The same holds for the liquid. Putting both into one vessel adds a second source of molecules and an equal second sink, so the pressure does not change. At twice this pressure the chemical potential of the ideal vapour would be higher by $k_BT\ln2$ than that of either condensed phase, and vapour would condense until the excess was gone.

Now the enthalpy. The slope of the solid's line belongs to the passage from solid to vapour, which is sublimation. Calling it fusion breaks energy conservation. Melting at 0.862 eV followed by vaporization, which the liquid's slope puts at 0.689 eV, would cost 1.551 eV, while direct sublimation between the same end states costs 0.862 eV.

## Correct solution

**Temperature and pressure.** At the triple point the chemical potentials of solid, liquid and vapour are equal. The point therefore lies on both curves, at one common pressure:

$$a_s-\frac{b_s}{T_t}=a_l-\frac{b_l}{T_t}.$$

Collect the intercepts on the left and the terms in $1/T_t$ on the right, then solve:

$$a_s-a_l=\frac{b_s-b_l}{T_t}\quad\Rightarrow\quad T_t=\frac{b_s-b_l}{a_s-a_l}=\frac{2000\ \mathrm K}{5}=400\ \mathrm K.$$

The solid's line gives $\ln(p_t/\mathrm{Pa})=30-25=5$, and the liquid's gives $25-20=5$. Hence

$$p_t=e^{5}\ \mathrm{Pa}=148.4\ \mathrm{Pa}=1.113\ \mathrm{Torr}.$$

**What a slope measures.** Let $c$ stand for either condensed phase and $g$ for the vapour. Along their coexistence curve $\mu_c=\mu_g$, so the two potentials change by equal amounts. With $d\mu=-s\,dT+v\,dp$ for each phase,

$$-s_c\,dT+v_c\,dp=-s_g\,dT+v_g\,dp
\quad\Rightarrow\quad
\frac{dp}{dT}=\frac{s_g-s_c}{v_g-v_c}.$$

Since $\mu=h-Ts$, equality of the potentials also gives $h_g-h_c=T(s_g-s_c)$. Call this enthalpy difference $L$. Then

$$\frac{dp}{dT}=\frac{L}{T(v_g-v_c)}.$$

Now drop $v_c$ and put $v_g=k_BT/p$:

$$\frac{dp}{dT}=\frac{Lp}{k_BT^2}\quad\Rightarrow\quad\frac{d\ln p}{dT}=\frac{L}{k_BT^2}.$$

Because $d(1/T)=-dT/T^2$, this becomes

$$\frac{d\ln p}{d(1/T)}=-\frac{L}{k_B}.$$

The given lines have slopes $-b_s$ and $-b_l$ in this variable, so

$$L_{\rm sub}=k_Bb_s=0.8617\ \mathrm{eV},\qquad L_{\rm vap}=k_Bb_l=0.6894\ \mathrm{eV}.$$

**Fusion enthalpy.** Enthalpy is a state function. At the triple point, going from solid to vapour directly costs as much as going through the liquid, $L_{\rm sub}=h_{\rm fus}+L_{\rm vap}$. Therefore

$$h_{\rm fus}=k_B(b_s-b_l)=k_B\times2000\ \mathrm K=0.1723\ \mathrm{eV}=16.63\ \mathrm{kJ/mol}.$$

**Fusion entropy.** Dividing by $T_t$ shows what the intercepts mean:

$$s_{\rm fus}=\frac{h_{\rm fus}}{T_t}=k_B(b_s-b_l)\,\frac{a_s-a_l}{b_s-b_l}=k_B(a_s-a_l)=5k_B.$$

For melting on heating, both differences must be positive: $b_s>b_l$ because melting absorbs heat, and $a_s>a_l$ because the liquid has the larger entropy. If the slopes were equal and the intercepts different, the lines would be parallel and there would be no triple point at finite temperature.

## Which line applies at which temperature

The potential of an ideal vapour is $\mu_g=\mu^\circ(T)+k_BT\ln(p/\mathrm{Pa})$. Each condensed phase has the potential of the vapour at its own vapour pressure, if the slight pressure dependence of $\mu_s$ and $\mu_l$ is neglected. Subtracting,

$$\mu_l-\mu_s=k_BT\ln\frac{p_l}{p_s}=k_BT\left(\frac{2000\ \mathrm K}{T}-5\right).$$

This is positive below 400 K, where the solid is stable, and negative above, where the liquid is. The stable condensed phase is the one with the lower vapour pressure.

Consider a source held at 380 K. The solid's line gives 0.299 Torr and the liquid's gives 0.389 Torr, a ratio of 1.30. Using the liquid's line for a solid charge would overestimate the pressure by 30 percent. If the charge has melted and remains supercooled, the liquid's vapour pressure applies instead, and its straight line is then an extrapolation below the crossing. For a liquid measured around 430 K, with the heat-capacity change of $-12k_B$ assumed in the next section, that line is about 10 percent too high at 380 K.

## How far the idealizations matter

**Vapour and condensed volumes.** Keep $v_c$, and give the vapour a second virial coefficient $B$, so that $v_g=k_BT/p+B$. On a curve with local slope $-b$ in $1/T$, $dp/dT=pb/T^2$. Clapeyron's equation then gives

$$L=T(v_g-v_c)\frac{pb}{T^2}=\frac{pb}{T}\left(\frac{k_BT}{p}+B-v_c\right)=k_Bb\left[1+\frac{p(B-v_c)}{k_BT}\right].$$

Rough values for a molecule of this kind are $v_s=400$ Å$^3$, $v_l=440$ Å$^3$ and $B=-10000$ Å$^3$. At the triple point $pB/(k_BT)=-2.7\times10^{-4}$ and $pv_s/(k_BT)=1.1\times10^{-5}$. Together these effects lower the fusion enthalpy by about 0.03 percent.

These rules were tested on a separate three-phase model whose caloric data are known. At 400 K the enthalpies of solid, liquid and gas, divided by $k_B$, are 0, 1700 and 9500 K. The entropies are 0, 4.1 and 29 $k_B$ (the gas at 1 Pa), the heat capacities are 40, 47 and 35 $k_B$, and the volumes and $B$ are those above. Vapour pressures were found by equating chemical potentials numerically. At the model's triple point, 414.2 K, the enthalpy difference between liquid and solid is 0.155066 eV. The difference of slopes gives 0.155185 eV, too high by 0.08 percent, and the corrected formula gives 0.155066 eV.

**Melting at one atmosphere.** Clapeyron's equation for solid and liquid reads $dT/dp=T(v_l-v_s)/h_{\rm fus}$. With the rough volumes, raising the pressure on both phases from $p_t$ to one atmosphere shifts the melting temperature by 0.06 K. For this example the triple point and the ordinary melting point nearly coincide.

**Heat capacities.** Straight lines require constant $L$, and hence equal heat capacities in all three phases. Otherwise a line fitted over a narrow range of temperature is better regarded as approximately the tangent to a curve at the middle temperature $T_m$ of that range. With $\Delta c=c_g-c_c$ constant, $L(T)=k_Bb+\Delta c\,(T-T_m)$, and

$$\frac{d\ln p}{dT}=\frac{b}{T^2}+\frac{\Delta c}{k_B}\left(\frac1T-\frac{T_m}{T^2}\right).$$

Integrating from $T_m$, where $\ln(p/\mathrm{Pa})=a-b/T_m$, gives

$$\ln(p/\mathrm{Pa})=a-\frac bT+\frac{\Delta c}{k_B}\left[\ln\frac{T}{T_m}+\frac{T_m}{T}-1\right].$$

Suppose the solid was measured around 370 K and the liquid around 430 K, with rough values $\Delta c=-5k_B$ for sublimation and $-12k_B$ for vaporization. The curves then cross at 398.1 K and 0.9775 Torr. The temperature has moved by less than 2 K, but the enthalpies at the crossing are

$$L_{\rm sub}=0.8496\ \mathrm{eV},\qquad L_{\rm vap}=0.7223\ \mathrm{eV},\qquad h_{\rm fus}=0.1273\ \mathrm{eV}.$$

The fusion enthalpy is 26 percent below the straight-line value. The sublimation enthalpy falls because it is carried up from 370 K, and the vaporization enthalpy rises because it is carried down from 430 K. Both changes are small relative to the enthalpies themselves, but both reduce their difference, which is itself small.

**Measurement error.** Let the solid's pressure be read too high by a constant factor $e^{\delta}$. The intercept $a_s$ becomes $a_s+\delta$, and to first order in $\delta$

$$T=\frac{b_s-b_l}{a_s-a_l+\delta}\approx T_t\left(1-\frac{\delta}{a_s-a_l}\right)=T_t-\frac{T_t^2\,\delta}{b_s-b_l}.$$

The last step uses $a_s-a_l=(b_s-b_l)/T_t$. For a reading 5 percent too high, $\delta=\ln1.05=0.0488$ and the estimated shift is $-3.90$ K; solving for the crossing without the approximation gives $-3.87$ K. The apparent triple-point pressure drops to 0.916 Torr, 18 percent below the true value, because the crossing slides down the liquid's line. Putting $1/T=(a_s-a_l+\delta)/(b_s-b_l)$ into that line multiplies the pressure by $e^{-\delta b_l/(b_s-b_l)}=1.05^{-4}$, so the error is amplified fourfold because the two slopes differ by only a quarter of $b_l$. For straight lines the fusion enthalpy is unaffected, since a constant factor leaves the slope unchanged. With the heat capacities above, the same error moves the crossing from 398.1 to 392.9 K, and the fusion enthalpy evaluated there falls from 0.1273 to 0.1241 eV.

## Beside a real precursor

Aluminium acetylacetonate, a solid used in vapour deposition, has a sublimation enthalpy of the order of 1 eV and melts somewhat above 450 K. The example's sublimation enthalpy is of the same order, but the example does not describe that compound: its melting temperature is lower by 50 K or more. Of the approximations sized here, constant enthalpy matters most for the heat of fusion, with the 26 percent change found above for the assumed heat capacities and measuring ranges. Measurement errors that tilt the lines can be of similar size. Random scatter of 5 percent on ten points per line gives a standard deviation of about 14 percent in the heat of fusion for 40 K ranges, and about 29 percent for 20 K ranges. Decomposition in a hot source would invalidate the analysis in a different way, because the measured pressure would then include other molecules; its size is not estimated here. The remaining figures are in the numerical output below.

## Computed values

```
solid line: intercept 30, slope 10000 K
liquid line: intercept 25, slope 8000 K
Boltzmann constant: 8.617333e-05 eV/K
triple-point temperature: 400.00 K
ln(p/Pa) at triple point, solid line: 5.0000
ln(p/Pa) at triple point, liquid line: 5.0000
triple-point pressure: 1.1132 Torr = 148.41 Pa
sublimation enthalpy: 0.8617 eV per molecule
vaporization enthalpy: 0.6894 eV per molecule
fusion enthalpy: 0.1723 eV = 16.63 kJ/mol
fusion entropy over k_B: 5.000
source temperature: 380 K
solid pressure in source: 0.2986 Torr
liquid-line pressure there: 0.3885 Torr
liquid/solid pressure ratio there: 1.301
-- independent three-phase model --
model triple point: 414.209 K, 3.221 Torr
model caloric fusion enthalpy: 0.155066 eV
from slopes, simple rule: 0.155185 eV
from slopes, corrected rule: 0.155066 eV
model fusion entropy over k_B: 4.3443
from tangent intercepts: 4.3477
-- neglected effects, rough parameters --
solid volume: 400 cubic angstrom per molecule
liquid volume: 440 cubic angstrom per molecule
second virial coefficient: -10000 cubic angstrom
vapour non-ideality pB/(k_B T): -2.69e-04
solid/vapour volume ratio: 1.07e-05
fusion enthalpy change from both: -0.0275 percent
melting-point shift to one atmosphere: 0.0586 K
heat-capacity change over k_B, sublimation: -5
heat-capacity change over k_B, vaporization: -12
mid-range temperatures: solid 370 K, liquid 430 K
curved triple point: 398.14 K, 0.9775 Torr
curved sublimation enthalpy: 0.8496 eV
curved vaporization enthalpy: 0.7223 eV
curved fusion enthalpy: 0.1273 eV
its change from straight lines: -26.2 percent
assumed error in solid pressure: 5 percent too high
triple point with that error: 396.13 K, 0.9158 Torr
temperature shift: -3.87 K, linear rule -3.90 K
```
